\section*{Leakage Instability of a Statically Stabilized Negative-Capacitance Stack, part 2}

A ferroelectric layer (thickness $d_F$, background permittivity $\epsilon_b$) lies on a dielectric layer ($d_D$, $\epsilon_d$) between metal electrodes. The upper electrode, on the ferroelectric, is at potential $V$, the lower at zero. The problem is how leakage destabilizes the ferroelectric's negative capacitance.

The voltage drops from top to bottom satisfy $V_F+V_D=V$. The polarization $P$ is positive downward, and $\sigma$ is the free charge at the inner interface. Charges, capacitances and conductances are per unit area. In Gaussian units $C_b=\epsilon_b/(4\pi d_F)$ and $C_d=\epsilon_d/(4\pi d_D)$. Gauss's law, the Landau law with damping $R$, and charge conservation with leakage conductances $G_F$ and $G_D$ read
\begin{equation}
V_F=\frac{C_dV-P-\sigma}{S},\qquad S=C_b+C_d .
\label{eq:VF}
\end{equation}
\begin{equation}
V_F=-aP+bP^3+R\frac{dP}{dt},\qquad a,b,R>0 .
\label{eq:landau}
\end{equation}
\begin{equation}
\frac{d\sigma}{dt}=G_FV_F-G_DV_D .
\label{eq:cons}
\end{equation}

Here $P_s=\sqrt{a/b}$ and $G=G_F+G_D$. The ferroelectric's static small-signal law is $Q=-AV_F$, with $Q$ the free charge on the upper electrode and $A=1/a-C_b$. Static stability at fixed $\sigma$ requires $A>C_d$, that is, $aS<1$; the static gain is then $A/(A-C_d)$.

With fast polarization, small departures from the balance charge $\sigma_*=(G_FC_d+G_DA)V/G$, where $V_F=G_DV/G$, grow at the rate $\gamma=G/(A-C_d)$. With damping, the rate $x$ is, to first order in $R$,
\begin{equation}
x\simeq\gamma\left[1-\tau_P\left(\gamma+\frac GS\right)\right].
\label{eq:first}
\end{equation}
where $\tau_P=R/(1/S-a)$ is the polarization's relaxation time.

At $V=0$, with fast polarization and constant conductances, $p=P/P_s$ goes from $p_0$ to $p_1$ (both between 0 and 1) in the time
\begin{equation}
t=\frac1\gamma\left(\ln\frac{p_1}{p_0}+\frac L2\right)+\frac{3S}{2G}L,
\qquad L=\ln\frac{1-p_0^2}{1-p_1^2}.
\label{eq:time}
\end{equation}
Escape times are taken to $p_1=1/\sqrt3$, where the negative slope $dV_F/dP$ is lost and $|V_F|$ reaches the coercive voltage
\begin{equation}
V_c=\frac{2aP_s}{3\sqrt3}.
\label{eq:Vc}
\end{equation}
The zero-bias motion ends at full compensation, $P=P_s$, $\sigma=-P_s$, or with both signs reversed.

Under a constant bias Gauss's law gives $(1-aS)P+SbP^3=C_dV-\sigma$. Differentiating at fixed $V$ and using $d\sigma/dt=GV_F-G_DV$, one finds the time
\begin{equation}
t_V=\int_{P_V}^{P_s/\sqrt3}
\frac{1-aS+3SbP^2}{G(aP-bP^3)+G_DV}\,dP ,
\label{eq:timeV}
\end{equation}
where $P_V$ is the polarization just after the bias is applied with $\sigma=0$.

For a numerical case take a ferroelectric film of 5~nm on 4~nm of dielectric, with permittivities $\epsilon_b=20$ and $\epsilon_d=9$, $P_s=20~\mu\mathrm{C/cm^2}$ and an intrinsic coercive field of 1~MV/cm. These are rough values suggested by hafnium--zirconium oxide on alumina, not a fit to it. A field of 1~MV/cm is close to the measured coercive field, and the intrinsic one of a single domain may be larger. With these values the small-signal permittivity at $P=P_s$ is 63, about twice the roughly 30 usually measured. The results depend strongly on this choice: an intrinsic field of 1.5 or 2~MV/cm gives $1/\gamma=7.9$ or 3.6~s, and above 2.8~MV/cm the condition $A>C_d$ fails. The leakages are set to $G_F=0.5$ and $G_D=0.1~\mu\mathrm{S/cm^2}$. The Gaussian formula gives $C_d=9/(4\pi\times4\times10^{-7}~\mathrm{cm})=1.79\times10^6~\mathrm{cm^{-1}}$, which is $1.99~\mu\mathrm{F/cm^2}$; likewise $C_b=3.54~\mu\mathrm{F/cm^2}$. The coercive voltage is 0.5~V, and (\ref{eq:Vc}) yields $a=3\sqrt3\times0.5/(2\times20)=0.0650~\mathrm{V\,cm^2/\mu C}$. Hence
\[
A=15.40-3.54=11.85~\mu\mathrm{F/cm^2}
\]
from the unrounded values, and
\[
\gamma=\frac{0.6}{11.85-1.99}=0.061~\mathrm{s^{-1}},\qquad
\frac1\gamma=16.4~\mathrm s .
\]
The static gain is $11.85/9.86=1.20$. Direct integration of the coupled equations for $P$ and $\sigma$, started from $\sigma=-10^{-4}~\mu\mathrm{C/cm^2}$ with $\tau_P=10^{-5}/\gamma$, gives the same rate, $0.0608~\mathrm{s^{-1}}$.

Suppose that $10^{11}$ electrons per $\mathrm{cm^2}$ are trapped at the interface at zero bias, spread evenly, and that the departure stays uniform. Then $\sigma=-0.0160$ and $P=0.0250~\mu\mathrm{C/cm^2}$, so $p_0=0.00125$. With $L=\ln1.5=0.405$, (\ref{eq:time}) gives
\[
t=16.44\,(6.135+0.203)+\frac{3\times5.53}{2\times0.6}\,0.405
=104.2+5.6=110~\mathrm s .
\]
Integration of the coupled equations with the same constant conductances also gives 110~s. A leakage current with the same low-voltage slope that rises faster than linearly with voltage would shorten this time. Most of this time is spent in the linear stage, and a tenfold larger seed would shorten it by about $16.4\ln10=38$~s. The even spread is an idealization: $10^{11}~\mathrm{cm^{-2}}$ is one electron per $(32~\mathrm{nm})^2$, coarser than the film is thick, so such a seed also excites the patterned modes treated below.

With 0.2~V applied and no trapped charge, the uniform escape takes 47~s. The difference can be estimated from the linear theory. The initial polarization is $0.62~\mu\mathrm{C/cm^2}$, while the balanced state has $P=-V_F/a=-G_DV/(Ga)=-0.51~\mu\mathrm{C/cm^2}$. The initial departure is thus 1.13 in place of $0.025~\mu\mathrm{C/cm^2}$, which saves about $16.4\ln(1.13/0.025)=63$~s.

The uniform mode need not be the fastest. Let $P$ and $\sigma$ vary as $\cos kx$ in the plane, with $P$ still vertical and uniform through the thickness. Its bound charge then lies at the two faces of the ferroelectric. The charge at the upper face is screened by the metal, and the one at the interface adds to $\sigma$. The permittivities $\epsilon_b$ and $\epsilon_d$ are taken as isotropic. In each layer the varying part of the potential then obeys $\phi''=k^2\phi$ along the normal and vanishes at the electrode, so it varies as the hyperbolic sine of $k$ times the distance from that electrode. Its slope at the interface is $k\coth(kd)$ times the interface potential, in place of $1/d$. Gauss's law therefore keeps its form, with $S$ replaced by
\begin{equation}
S_k=C_b\,kd_F\coth(kd_F)+C_d\,kd_D\coth(kd_D).
\label{eq:Sk}
\end{equation}
The vertical field in the ferroelectric now varies through the thickness. Since $P$ is held uniform there, the Landau law applies to the average over the thickness. The average field is $V_F/d_F$, so the law again contains only the voltage $V_F$. If each layer has a uniform, isotropic conductivity, the leakage current into the interface involves the same slopes:
\begin{equation}
G_k=G_F\,kd_F\coth(kd_F)+G_D\,kd_D\coth(kd_D).
\end{equation}
Conduction along the interface itself is left out. The ferroelectric resists a lateral variation of $P$. With a correlation length $\xi$ defined by the gradient energy, this changes $a$ to $a_k=a(1-\xi^2k^2)$. The linear equations are otherwise unchanged, and for $a_k>0$ and fast polarization the rate is
\begin{equation}
\gamma_k=\frac{G_k}{1/a_k-S_k}.
\label{eq:gammak}
\end{equation}
As $k\to0$ it returns to $\gamma$. Static stability now requires $a_kS_k<1$ for every $k$, or
\begin{equation}
\xi^2>\max_k\frac{1-1/(aS_k)}{k^2}.
\label{eq:xi}
\end{equation}

In the numerical case this demands $\xi>0.64$~nm. The condition is necessary but not sufficient, because a polarization free to vary through the thickness can lower its energy further and needs a larger $\xi$. For a vertical $P$ with an isotropic gradient energy and zero slope at both faces, the bound rises to 0.87~nm. With $\xi=1$~nm the fastest pattern that is uniform through the thickness has a wavelength of 11.1~nm, or $k=0.567~\mathrm{nm^{-1}}$. There $G_k=1.66~\mu\mathrm{S/cm^2}$, $1/a_k=22.7$ and $S_k=14.7~\mu\mathrm{F/cm^2}$, so that $\gamma_k=1.66/8.0=0.21~\mathrm{s^{-1}}$. This is 3.4 times the uniform rate. The larger part of the increase, a factor 2.8, comes from the shorter leakage paths, and a factor 1.24 comes from the smaller denominator. Variation of $P$ through the thickness can only raise the largest rate, so this value is a lower bound for it. Under the same assumptions as for the bound of 0.87~nm, and with free charge allowed to collect inside the uniformly conducting ferroelectric, the largest rate is $0.50~\mathrm{s^{-1}}$, 8.3 times the uniform rate, at a wavelength near 10~nm. Whether a uniform or a patterned departure becomes large first depends also on their initial sizes. Discrete trapped charges favour the patterned ones. Summing the modes (\ref{eq:gammak}) for one electron at the interface, point-like or spread over up to 3~nm, gives a local polarization of 4.5 to $0.6~\mu\mathrm{C/cm^2}$ at the start, and in the linear estimate it reaches $P_s/\sqrt3$ in about 9 to 18~s, well before the uniform 110~s.

Other neglected effects can be sized for the same stack. The damping of the polarization is unimportant here. A rough damping resistivity of $10~\Omega\,$m gives $\tau_P=4\times10^{-9}$~s, and (\ref{eq:first}) then lowers the rate by less than one part in $10^9$. The largest field in the dielectric on the way to $p=1/\sqrt3$ is $V_c/d_D=1.25$~MV/cm at zero bias. With 0.2~V applied it is $(0.5+0.2)~\mathrm V/4~\mathrm{nm}=1.75$~MV/cm. Both lie below the several MV/cm at which thin oxide films roughly break down.

Direct tunnelling may matter more than the assumed leakage. For a barrier of height $\Phi$ and thickness $d$, and an electron mass $m$ taken alike throughout, the decay constant at zero lateral wavevector is $q_0=\sqrt{2m\Phi}/\hbar$. An electron with lateral wavevector $k_\parallel$ decays with $q=(q_0^2+k_\parallel^2)^{1/2}$. If the interface is treated as a metal and the transmission as $e^{-2qd}$, summing $2e^2/(2\pi\hbar)$ times the transmission over $d^2k_\parallel/(2\pi)^2$ gives the low-voltage conductance
\begin{align}
G_t&=\frac{e^2}{2\pi^2\hbar}\int_{q_0}^{\infty}q\,e^{-2qd}\,dq\nonumber\\
&=\frac{e^2}{2\pi^2\hbar}\,e^{-2q_0d}\left(\frac{q_0}{2d}+\frac1{4d^2}\right),
\end{align}
because $k_\parallel dk_\parallel=q\,dq$. The upper limit may be taken as infinite since the integrand falls off rapidly. For rough barriers of 3~eV in the dielectric and 2~eV in the ferroelectric, a mass of 0.3 free-electron masses gives 0.010 and $0.003~\mu\mathrm{S/cm^2}$, about 2\% of the assumed $G$. A mass of 0.2 gives 10.3 and $3.5~\mu\mathrm{S/cm^2}$. The total would then be $14.4~\mu\mathrm{S/cm^2}$ and the growth time $9.86/14.4=0.7$~s. These figures omit the prefactor of the transmission. For a rectangular barrier and a Fermi energy of 2 to 8~eV it raises the tunnelling conductances about three- to fourfold, so that 2\% becomes 7 to 8\% and 0.7~s becomes about 0.2~s. The growth time thus depends strongly on the tunnelling mass. It is also sensitive to the capacitances when $A$ is close to $C_d$, because only their difference enters.

Heating acts mainly through $G$. If the leakage has an activation energy of 0.5~eV, it rises 23-fold between 300 and 358~K. If $a$ falls linearly toward a Curie point at 700~K, $A$ rises to $14.5~\mu\mathrm{F/cm^2}$. Together these changes give $\gamma=1.1~\mathrm{s^{-1}}$ at 358~K.

The interface must also be able to hold the charge. Reaching $p=1/\sqrt3$ at zero bias takes $5.5\times10^{13}$ elementary charges per $\mathrm{cm^2}$, and full compensation takes $1.2\times10^{14}$. If the traps are full at $10^{13}~\mathrm{cm^{-2}}$, a drift that stays uniform stops at $P=2.5~\mu\mathrm{C/cm^2}$. The charge is then fixed again, and the film stays on its negative-capacitance branch with an offset polarization. The linear instability is present in such a stack, but it does not run to completion.

In real hafnium--zirconium oxide films the assumption most open to doubt is the single uniform domain. The films are polycrystalline, and their domain walls may be as narrow as roughly half a nanometre. In the Landau law used here a wall, measured by its slope at the centre, is $2\sqrt2\,\xi$ wide, so this width corresponds to $\xi\approx0.18$~nm. That falls short of the 0.64~nm required here even for a polarization uniform through the thickness (0.87~nm otherwise), and the model film would split into domains even without leakage. The value $A=11.85~\mu\mathrm{F/cm^2}$ would then no longer apply. The derivation of $\gamma$ used the ferroelectric only through $Q=-AV_F$, however. If a domain pattern still gives a static negative capacitance at fixed interface charge, the rate $G/(A-C_d)$ holds for uniform interface charge with that pattern's own $A$, as long as the pattern follows the charge quickly. Leakage also brings charge that screens the stray fields of the domains. For a rigid polarization pattern of wavevector $k$ this takes a time of about $S_k/G_k$, which is 9~s for the values of $S_k$ and $G_k$ found above and so comparable with the uniform growth time of 16~s. The interface charge then does not stay uniform, and the rate is at best a guide to the early stage. The leakage assumed here is only an example. A hundredfold larger $G$ at the same capacitances would shorten the growth time from 16~s to 0.16~s. Within this model the static gain is available for times long compared with $\tau_P$ and short compared with the growth time of the fastest mode, provided that the interface starts near zero charge. The numerical output below lists the values used.

\section*{Numbers as computed}
\begin{verbatim}
Ferroelectric thickness: 5 nm
Dielectric thickness: 4 nm
Background permittivity of ferroelectric: 20
Dielectric permittivity: 9
Spontaneous polarization Ps: 20 uC/cm2
Intrinsic coercive field: 1 MV/cm
Coercive voltage: 0.5 V
Leakage GF: 0.5 uS/cm2
Leakage GD: 0.1 uS/cm2
Landau coefficient a: 0.06495 V cm2/uC
Landau coefficient b: 0.0001624 V cm6/uC3
1/a: 15.4 uF/cm2
Cb: 3.542 uF/cm2
A: 11.85 uF/cm2
A from static curve: 11.85 uF/cm2
Cd: 1.992 uF/cm2
A-Cd: 9.862 uF/cm2
Growth rate G/(A-Cd): 0.06084 1/s
Growth rate from simulation: 0.06084 1/s
Growth time: 16.44 s
Static voltage gain A/(A-Cd): 1.202
Seed density: 1e+11 1/cm2
Seed interface charge: -0.01602 uC/cm2
Seed polarization: 0.02501 uC/cm2
Polarization at loss of negative slope: 11.55 uC/cm2
Escape time, zero bias, formula: 109.8 s
Escape time, zero bias, simulation: 109.8 s
Final polarization: 20 uC/cm2
Final interface charge: -20 uC/cm2
Applied bias: 0.2 V
Balance charge s* at bias: 0.7272 uC/cm2
Initial polarization at bias: 0.6217 uC/cm2
Escape time at bias: 46.82 s
Peak dielectric field, zero bias: 1.25 MV/cm
Peak dielectric field at bias: 1.75 MV/cm
Tunnel G, dielectric 3 eV, mass 0.2: 10.29 uS/cm2
Tunnel G, ferroelectric 2 eV, mass 0.2: 3.49 uS/cm2
Tunnel G, dielectric 3 eV, mass 0.3: 0.009985 uS/cm2
Tunnel G, ferroelectric 2 eV, mass 0.3: 0.002924 uS/cm2
Dielectric tunnel J/V at Vc over low-V G, mass 0.3: 1.508
Damping resistivity: 10 ohm m
Polarization relaxation time: 4.32e-09 s
Charge density at loss of negative slope: 5.48e+13 1/cm2
Charge density for full compensation: 1.248e+14 1/cm2
Polarization if traps stop at 1e13 per cm2: 2.48 uC/cm2
Leakage factor 300 to 358 K, 0.5 eV: 22.95
A at 358 K, Curie point 700 K: 14.47 uF/cm2
Growth rate at 358 K: 1.104 1/s
Correlation length assumed: 1 nm
Least correlation length for uniform state: 0.6423 nm
Fastest patterned rate over uniform rate: 3.424
Wavelength of fastest pattern: 11.09 nm
\end{verbatim}
